Why Takahashi-Imada beads give second-order structural averages, and the cure

**Question**

I am testing the Takahashi-Imada action on one particle in a one-dimensional anharmonic well. I multiply the short-time density matrices on a grid, so there is no sampling noise. With 16 beads the free energy is excellent: its error is −6.5×10⁻⁶ hartree, against −1.2×10⁻⁴ hartree for the primitive action.

Then I average x² over the bead positions. The result is 6.9 percent too low, whereas the primitive action is only 4.8 percent too low. How can a fourth-order action give a worse width than a second-order one? Is my code wrong, or may I not use the beads as positions?

**Answer**

Your numbers are what this action should give. The fourth-order property belongs to the partition function. The distribution of the beads differs from the true position distribution already at second order in the time step, and a correction built from the forces you already compute removes that difference.

**Setting and conventions**

Take distinguishable particles with masses mᵢ in a smooth, confining potential V, with ħ = 1. The Hamiltonian is H = T + V, the inverse temperature β is fixed, and ε = β/P for P beads. "Order" means the power of ε in the error as P grows. Angle brackets without a label are exact thermal averages. The Takahashi-Imada action replaces V at every bead by

W = V + (ε²/24) Σᵢ |∇ᵢV|²/mᵢ.

The primitive action has W = V.

Two commutators are needed. Acting on any function f,

[T,V]f = −Σᵢ (1/2mᵢ) [∇ᵢ²(Vf) − V∇ᵢ²f]
= −Σᵢ (1/2mᵢ) [(∇ᵢ²V)f + 2∇ᵢV·∇ᵢf].

Now commute this with a function of position O. The term without a derivative of f drops out, and the other leaves ∇ᵢ(Of) − O∇ᵢf = (∇ᵢO)f. Hence

[[T,V],O] = −Σᵢ ∇ᵢV·∇ᵢO/mᵢ. (1)

Setting O = V and reversing the outer commutator gives

D ≡ [V,[T,V]] = +Σᵢ |∇ᵢV|²/mᵢ.

So the extra term in W is ε²D/24.

**Which operator the beads represent**

The bead weight is a closed chain of free-particle factors e^(−εT) with a factor e^(−εW) at each bead. Since O(x) commutes with e^(−εW), that factor can be split equally to the left and right of O. The bead average is therefore

⟨O⟩_bead = Tr[O G^P] / Tr[G^P],
G = e^(−εW/2) e^(−εT) e^(−εW/2).

One could also write the step as e^(−εT/2) e^(−εW) e^(−εT/2). Its P-th power has the same trace, because factors can be moved cyclically. With O inserted, however, the cut must be made at a bead, so the form of G above is the relevant one.

**The logarithm of one step**

First take W = V. Changing ε to −ε turns G into its inverse, so ln G contains odd powers of ε only:

−ln G = εH + ε³C + O(ε⁵).

To find C, compare the ε³ terms of G. The exponential exp(−εH − ε³C) gives −C − H³/6. The product of the three exponentials gives minus the sum

V³/6 + T³/6 + V²T/8 + VTV/4 + TV²/8 + VT²/4 + T²V/4.

Therefore C is this sum minus H³/6. In H³/6 each ordered product of three factors has coefficient 1/6, so the pure cubes cancel and

C = −(1/24)(V²T − 2VTV + TV²) + (1/12)(T²V − 2TVT + VT²).

The first bracket is [V,[V,T]] = −D, and the second is [T,[T,V]]. Thus

C = D/24 + [T,[T,V]]/12.

Now restore the Takahashi-Imada term. It adds ε·ε²D/24 to −ln G at third order. Its effect inside C appears only at fifth order, and W is even in ε, so the odd-power argument still holds. The two contributions D/24 add to D/12:

−(ln G)/ε = H + (ε²/12) {[V,[T,V]] + [T,[T,V]]} + O(ε⁴)
= H + (ε²/12) [H,[T,V]] + O(ε⁴). (2)

The coefficient 1/24 in W was needed to make the two terms combine into a commutator with H.

**Why the trace is fourth order and the beads are not**

Define S = (ε²/12)[T,V]. Since T and V are Hermitian, S is anti-Hermitian and e^S is unitary. Expanding,

e^(−S) H e^S = H + [H,S] + O(ε⁴),

which is the right side of (2). The remaining error can be put inside the transformation:

−(ln G)/ε = e^(−S) (H + ε⁴R) e^S,

where R stays finite as ε → 0. Raising G to the power P = β/ε gives

G^P = e^(−S) e^(−β(H + ε⁴R)) e^S.

In the trace, e^S moves round and cancels e^(−S):

Tr G^P = Tr e^(−β(H + ε⁴R)) = Z [1 − βε⁴⟨R⟩ + …], with Z = Tr e^(−βH).

So ln Z, and the free energy F = −(ln Z)/β, have errors of order ε⁴. The second-order change is a rotation of the states, which a trace cannot detect.

With O inside the trace the rotation no longer cancels. It is transferred to O:

⟨O⟩_bead = ⟨e^S O e^(−S)⟩ + O(ε⁴) = ⟨O⟩ + ⟨[S,O]⟩ + O(ε⁴).

Using (1),

⟨O⟩_bead = ⟨O⟩ − (ε²/12) Σᵢ ⟨∇ᵢV·∇ᵢO⟩/mᵢ + O(ε⁴). (3)

For O = V the second-order term is −(ε²/12)⟨D⟩. This is negative, because D is a sum of squares: the plain beads sit too low in the potential.

Some averages escape. For a bound particle take O = x, so that the bias contains the mean force component ⟨∂V/∂x⟩. With p the momentum, cyclicity gives Tr([p,H]e^(−βH)) = 0, and [p,H] = −i ∂V/∂x. The mean force is therefore zero, and the plain mean position has no second-order bias.

**The correction from differentiating the action**

The same result follows from the partition function. Add a small source, V → V + λO. For the exact partition function, cyclicity of the trace gives

⟨O⟩ = −(1/β) ∂ln Z/∂λ at λ = 0.

The action must be rebuilt for the new potential, including its gradient term:

W_λ = V + λO + (ε²/24) Σᵢ |∇ᵢV + λ∇ᵢO|²/mᵢ.

Its derivative at λ = 0 is

O_c = O + (ε²/12) Σᵢ ∇ᵢV·∇ᵢO/mᵢ. (4)

The factor 1/24 has become 1/12 because a square was differentiated. The bead weight contains exp[−ε Σₛ W_λ(xₛ)], with s numbering the beads, so

−(1/β) ∂ln Z_P/∂λ = (ε/β) Σₛ ⟨O_c(xₛ)⟩_bead = (1/P) Σₛ ⟨O_c(xₛ)⟩_bead,

where Z_P = Tr G^P up to a factor independent of λ. The error of ln Z_P is of order ε⁴ for each small λ. If its coefficient varies smoothly with λ, the derivative is also of order ε⁴. Equation (3) confirms this directly: the added term in (4) cancels the bias, and evaluating that term with the bead distribution changes it only at order ε⁴.

If the gradient term is held fixed while λ varies, the derivative of W is O alone. That is the plain bead average, with its second-order bias.

**Using it for distances and histograms**

To the same order, (4) is the Taylor expansion of O at displaced positions:

xᵢ → xᵢ + ε²∇ᵢV/(12mᵢ). (5)

The displacement points up the potential, against the force, and undoes the excessive compactness of the beads. Use it for the measurement only; the beads that are sampled, and the action that weights them, stay as they are.

For a histogram of pair distances, displace both particles by (5) and then compute their distance. For a smooth function g(r) of the distance r between particles 1 and 2, with unit vector e = (r₁ − r₂)/r, equation (4) gives the added term

(ε²/12) g′(r) e·(∇₁V/m₁ − ∇₂V/m₂).

In one dimension the density itself can be corrected. Integrating by parts, with a density n that vanishes at the ends,

∫ n V′O′ dx = −∫ O (nV′)′ dx,

so the corrected density is

n_c = n − (ε²/12m)(nV′)′.

**Why the primitive width can be better**

With W = V, the term ε²D/24 is missing from (2). The primitive step therefore has

−(ln G)/ε = H + (ε²/12)[H,[T,V]] − (ε²/24)D + O(ε⁴).

The primitive beads suffer the same rotation, but they also feel a potential weakened by ε²D/24. For V = mω²x²/2 we have D = mω⁴x², so

V − ε²D/24 = (mω²/2)(1 − u/12)x², u = (εω)².

The weaker spring broadens the distribution and cancels part of the compactness.

To see how much, start with the rotation. From (3) with O = x² and V′O′ = 2mω²x², its relative effect on ⟨x²⟩ is −u/6. This is the whole leading bias of the plain Takahashi-Imada beads. For the spring effect, use

⟨x²⟩ = coth(y/2)/(2mω), y = βω.

Since d ln coth(y/2)/d ln y = −y/sinh y, and a relative change of ω is half that of ω²,

d ln⟨x²⟩/d ln ω² = −(1/2)(1 + y/sinh y).

Multiplying by the relative change −u/12 of ω² gives +(u/24)(1 + y/sinh y). The primitive bias is then

−u/6 + (u/24)(1 + y/sinh y) = −(u/24)(3 − y/sinh y),

and

(plain Takahashi-Imada bias)/(primitive bias) = 4/(3 − y/sinh y).

This ratio tends to 4/3 at low temperature and to 2 at high temperature. For a harmonic oscillator at leading order, the improved action thus gives the worse plain width: it removes an error that was partly compensating another. This ordering is not general: in a double well the extra primitive term can outweigh the rotation, and the primitive ⟨x²⟩ is then too large and can be the worse of the two.

**A worked anharmonic case**

Take a model particle of mass m = 2000 electron masses in

V = kx²/2 + cx³ + qx⁴,

with k = 0.2, c = −0.2 and q = 0.4 in atomic units, and β = 1000 per hartree, which is 315.8 K. The harmonic frequency is ω = √(k/m) = 0.01 hartree. I computed the bead distribution by diagonalizing the matrix of G on a position grid and raising its eigenvalues to the power P. The reference values come from diagonalizing H on the grid; they include ⟨x²⟩ = 0.024438 bohr².

For P = 16, ε = 62.5 per hartree and

ε²/(12m) = 3906.25/24000 = 0.1628 bohr²/hartree.

The plain average is ⟨x²⟩ = 0.022750 bohr². The correction, the bead average of 0.1628 × 2xV′, is 0.001632 bohr². Their sum is 0.024382 bohr². Relative to the reference, the error falls from −6.9 to −0.23 percent.

The errors of ⟨x²⟩, in percent of the reference, are:

P = 8: primitive −15.3; plain −22.5; corrected −2.07
P = 16: primitive −4.80; plain −6.91; corrected −0.227
P = 32: primitive −1.29; plain −1.84; corrected −0.0171
P = 64: primitive −0.330; plain −0.467; corrected −0.0011

Here "plain" and "corrected" refer to the Takahashi-Imada beads. From P = 64 to P = 128 the plain error falls by a factor 4.0 and the corrected error by 15.8, close to the 4 and 16 expected for second and fourth order. The free-energy error also falls by 15.8. At P = 128, equation (3) with exact averages predicts a bias of −2.872×10⁻⁵ bohr²; the computed error is −2.868×10⁻⁵ bohr².

At P = 8, where εω = 1.25, the correction still helps but leaves 2 percent. It removes the leading term of an expansion and cannot replace a small enough time step.

Other averages at P = 16 behave as follows:

- The error of ⟨V⟩ falls from −9.5 to −0.47 percent.
- The largest density error falls from 3.4 to 0.26 percent of the peak height.
- Displaced positions give ⟨x²⟩ with an error of −0.08 percent. They add the positive term [ε²/(12m)]²⟨V′²⟩_bead to the corrected estimate, which here was slightly too low.
- The plain mean position is off by −2.3×10⁻⁴ bohr, or −0.5 percent of its value 0.0453 bohr. Between P = 64 and P = 128 this error falls by a factor 15.7, as expected when the second-order term is absent.

I also scanned P in multiples of 4 for an error of ⟨x²⟩ below 0.1 percent. The primitive action needs 120 beads, the plain Takahashi-Imada average 140, and the corrected average 24.

**Where this stops working**

The expansion assumes that the derivatives of V are harmless, and in particular that ⟨D⟩ and the averages in (3) exist. A bare Coulomb potential ±1/r violates this whenever the density at r = 0 is nonzero, as it is at a nucleus and also at the contact of two distinguishable particles that repel each other. The squared force is 1/r⁴, so ⟨D⟩ contains ∫ r² dr/r⁴, which diverges at small r. Since D is part of the action itself, the fourth order is then lost for the free energy and for corrected averages alike, even for an observable such as r² whose own correction term stays finite. The formulas above cannot be used without first treating the singularity.

The estimator (4) is also limited to functions of position. An observable containing momentum does not commute with e^(−εW), so the step that placed O at a bead fails, and its estimator must be derived separately.

For your code, keep the sampling as it is and replace x² by x² + ε²xV′/(6m) in the average.
